**Contact spin density of phosphorus: a zero first-order correction and a wrong UHF sign**

The program examines $\rho_s=\rho_\alpha(0)-\rho_\beta(0)$, the spin density at the nucleus in $a_0^{-3}$, and the contact coupling $A$ in MHz. For lithium it diagonalizes $H(\mu)=H_0+\mu(H-H_0)$ among all determinants, where $H_0$ is the sum of Fock operators. It asserts that the term linear in $\mu$ vanishes for a UHF reference within numerical tolerance, that the quadratic term survives, and that a restricted open-shell reference has a linear term. For phosphorus it asserts a negative UHF density in two basis sets, shell terms of both signs, agreement of the UHF density with an energy slope, and a positive CCSD density. It also asserts that correlation leaves a larger hole in the $\beta$ than in the $\alpha$ 3s orbital. The output gives −86.9 MHz for UHF, −19.9 MHz with the MP2 correction and +17.0 MHz for CCSD. In this basis the orbital-relaxed MP2 correction therefore does not reverse the sign, while the CCSD correction is 1.20 times the UHF magnitude. CCSD is a correlated reference level here: triples, orbital relaxation, the highest empty orbitals, f functions, relativity and finite nuclear size are left out.

## Numerical verification

```python
"""
Result under test: a UHF one-electron property has no correction of first order
in the fluctuation potential, yet the UHF contact spin density of the P atom has
the wrong sign, because higher corrections exceed its small net value.

rho = rho_alpha(0) - rho_beta(0), spin density at the nucleus, in a0^-3, M_S = S
H(mu) = H0 + mu*(H - H0), with H0 the sum of Fock operators of the reference
A = (2 mu0/3) |g_e| mu_B g_N mu_N rho/(2S), contact coupling, printed in MHz
Li is solved by full CI to test the orders; P is treated by UHF, MP2 and CCSD.
"""
import itertools
import h5py
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp, cc, fci, lib

lib.num_threads(1)
scratch_number = itertools.count()


def memory_scratch(*args, **kwargs):
    """Scratch store for pyscf intermediates, held in memory, never on disk."""
    return h5py.File(f"scratch_{next(scratch_number)}", "w", driver="core",
                     backing_store=False)


lib.H5TmpFile = memory_scratch


def nuclear_amplitudes(mol):
    """Values of all basis functions at the nucleus."""
    return mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]


def contact(density_pair, amplitudes_a, amplitudes_b):
    """Spin density at the nucleus from MO density matrices."""
    return (amplitudes_a @ density_pair[0] @ amplitudes_a
            - amplitudes_b @ density_pair[1] @ amplitudes_b)


def coupling_mhz(rho, g_nucleus, spin):
    a0 = const.physical_constants["Bohr radius"][0]
    mu_b = const.physical_constants["Bohr magneton"][0]
    mu_n = const.physical_constants["nuclear magneton"][0]
    g_e = abs(const.physical_constants["electron g factor"][0])
    energy = 2 * const.mu_0 / 3 * g_e * mu_b * g_nucleus * mu_n * rho / a0**3
    return energy / (2 * spin) / const.h / 1e6


# ---------- hydrogen: prefactor against the 21 cm line ----------
g_proton = const.physical_constants["proton g factor"][0]
A_hydrogen = coupling_mhz(1 / np.pi, g_proton, 0.5)
wavelength_cm = 100 * const.c / (A_hydrogen * 1e6)
assert abs(wavelength_cm - 21) < 0.5

# ---------- lithium: order of the correction from full CI ----------
li = gto.M(atom="Li 0 0 0", basis="6-31g", spin=1, verbose=0)
li_phi = nuclear_amplitudes(li)
li_nelec = (2, 1)
li_norb = li.nao_nr()
li_eri = li.intor("int2e").reshape((li_norb,) * 4)
li_hcore = scf.hf.get_hcore(li)


def transform_eri(c1, c2):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", li_eri, c1, c1, c2, c2,
                     optimize=True)


def ci_matrix(one_body, two_body):
    """Full CI matrix, column by column."""
    absorbed = fci.direct_uhf.absorb_h1e(one_body, two_body, li_norb,
                                         li_nelec, 0.5)
    na = fci.cistring.num_strings(li_norb, li_nelec[0])
    nb = fci.cistring.num_strings(li_norb, li_nelec[1])
    matrix = np.zeros((na * nb, na * nb))
    for k in range(na * nb):
        unit = np.zeros(na * nb)
        unit[k] = 1.0
        column = fci.direct_uhf.contract_2e(absorbed, unit.reshape(na, nb),
                                            li_norb, li_nelec)
        matrix[:, k] = np.asarray(column).ravel()
    return (matrix + matrix.T) / 2, (na, nb)


def order_analysis(ca, cb):
    """Contact density at mu=0, its mu and mu^2 coefficients, and full CI."""
    da = ca[:, :2] @ ca[:, :2].T
    db = cb[:, :1] @ cb[:, :1].T
    coulomb = np.einsum("pqrs,rs->pq", li_eri, da + db)
    focks, cores = [], []
    for c, d, n in ((ca, da, 2), (cb, db, 1)):
        exchange = np.einsum("prqs,rs->pq", li_eri, d)
        f = c.T @ (li_hcore + coulomb - exchange) @ c
        f[:n, n:] = 0.0   # H0 has the reference as eigenstate; rest is in V
        f[n:, :n] = 0.0
        focks.append(f)
        cores.append(c.T @ li_hcore @ c)
    zero = np.zeros((li_norb,) * 4)
    h0, shape = ci_matrix(tuple(focks), (zero, zero, zero))
    full, _ = ci_matrix(tuple(cores), (transform_eri(ca, ca),
                                       transform_eri(ca, cb),
                                       transform_eri(cb, cb)))

    def rho(mu):
        vectors = np.linalg.eigh(h0 + mu * (full - h0))[1]
        state = vectors[:, np.argmax(abs(vectors[0]))]
        state = np.ascontiguousarray(state.reshape(shape))
        pair = fci.direct_spin1.make_rdm1s(state, li_norb, li_nelec)
        return contact(pair, li_phi @ ca, li_phi @ cb)

    h = 0.02
    center, p1, m1, p2, m2 = (rho(x * h) for x in (0, 1, -1, 2, -2))
    first = (8 * (p1 - m1) - (p2 - m2)) / (12 * h)
    second = (p1 + m1 - 2 * center) / (2 * h * h)
    return center, first, second, rho(1.0)


li_uhf = scf.UHF(li)
li_uhf.conv_tol, li_uhf.conv_tol_grad = 1e-12, 1e-8
li_uhf.kernel()
li_rohf = scf.ROHF(li)
li_rohf.conv_tol, li_rohf.conv_tol_grad = 1e-12, 1e-8
li_rohf.kernel()
u0, u1, u2, u_full = order_analysis(*li_uhf.mo_coeff)
r0, r1, r2, r_full = order_analysis(li_rohf.mo_coeff, li_rohf.mo_coeff)
assert abs(u1) < 1e-5                       # no first order for UHF
assert abs(u2) > 20 * abs(u1)               # second order survives
assert abs(r1) > 100 * abs(u1)              # first order for ROHF
assert abs(u_full - r_full) < 1e-7          # same full CI answer

li_cc = cc.UCCSD(li_uhf)
li_cc.conv_tol, li_cc.conv_tol_normt = 1e-10, 1e-8
li_cc.kernel()
li_cc.solve_lambda()
li_rho_cc = contact(li_cc.make_rdm1(), li_phi @ li_uhf.mo_coeff[0],
                    li_phi @ li_uhf.mo_coeff[1])
assert abs(li_rho_cc - u_full) < 0.3 * abs(u0 - u_full)


# ---------- phosphorus: UHF ----------
def phosphorus(name, d_exponents):
    """P atom with the uncontracted s and p primitives of a named basis."""
    shells = gto.basis.load(name, "P")
    basis = []
    for l in (0, 1):
        exponents = {row[0] for s in shells if s[0] == l for row in s[1:]}
        basis += [[l, [x, 1.0]] for x in sorted(exponents, reverse=True)]
    basis += [[2, [x, 1.0]] for x in d_exponents]
    return gto.M(atom="P 0 0 0", basis={"P": basis}, spin=3, verbose=0)


def solve_uhf(mol, field=0.0, guess=None):
    """UHF with an added field * (contact spin density operator)."""
    mf = scf.UHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
    if field != 0.0:
        phi = nuclear_amplitudes(mol)
        h = scf.hf.get_hcore(mol)
        delta = np.outer(phi, phi)
        h_pair = np.array([h + field * delta, h - field * delta])
        mf.get_hcore = lambda *args: h_pair
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def uhf_contact(mf):
    phi = nuclear_amplitudes(mf.mol)
    dm = mf.make_rdm1()
    return phi @ (dm[0] - dm[1]) @ phi


d_exponents = (2.6, 0.7, 0.22)
atom = phosphorus("cc-pvtz", d_exponents)
mf = solve_uhf(atom)
rho_uhf = uhf_contact(mf)
rho_uhf_large = uhf_contact(solve_uhf(phosphorus("cc-pv5z", ())))
assert rho_uhf < 0 and rho_uhf_large < 0

phi = nuclear_amplitudes(atom)
amp_a, amp_b = phi @ mf.mo_coeff[0], phi @ mf.mo_coeff[1]
s_a = [i for i in range(9) if abs(amp_a[i]) > 0.1]
s_b = [i for i in range(6) if abs(amp_b[i]) > 0.1]
assert len(s_a) == 3 and len(s_b) == 3
shell_terms = np.array([amp_a[i]**2 - amp_b[j]**2 for i, j in zip(s_a, s_b)])
assert abs(shell_terms.sum() - rho_uhf) < 1e-4
assert shell_terms.min() < 0 < shell_terms.max()

# ---------- phosphorus: second order by finite contact fields ----------
cut = 1000.0
dropped = [int(i) for i in np.where(mf.mo_energy[0] > cut)[0]]
field = 1e-5
energies = []
for sign in (1, -1):
    perturbed = solve_uhf(atom, sign * field, mf.make_rdm1())
    e2_all = mp.UMP2(perturbed).kernel(with_t2=False)[0]
    e2_cut = mp.UMP2(perturbed, frozen=dropped).kernel(with_t2=False)[0]
    energies.append((perturbed.e_tot, e2_all, e2_cut))
slope = (np.array(energies[0]) - np.array(energies[1])) / (2 * field)
rho_uhf_slope, mp2_correction, mp2_correction_cut = slope
assert abs(rho_uhf_slope - rho_uhf) < 5e-4
rho_mp2 = rho_uhf + mp2_correction

# ---------- phosphorus: CCSD, all electrons correlated ----------
solver = cc.UCCSD(mf, frozen=dropped)
solver.conv_tol, solver.conv_tol_normt = 1e-7, 3e-5
solver.kernel()
solver.solve_lambda()
assert solver.converged and solver.converged_lambda
dm_cc = solver.make_rdm1()
assert abs(np.trace(dm_cc[0]) - 9) < 1e-6
assert abs(np.trace(dm_cc[1]) - 6) < 1e-6
rho_cc = contact(dm_cc, amp_a, amp_b)
correction = rho_cc - rho_uhf
assert rho_cc > 0                          # correlation reverses the sign
assert abs(mp2_correction - mp2_correction_cut) < 0.25 * abs(correction)

hole_a = 1 - dm_cc[0][s_a[2], s_a[2]]
hole_b = 1 - dm_cc[1][s_b[2], s_b[2]]
hole_term = hole_b * amp_b[s_b[2]]**2 - hole_a * amp_a[s_a[2]]**2
assert hole_b > hole_a and hole_term > 0

g_phosphorus = 2.2632   # input: nuclear g factor of 31P
A_uhf, A_mp2, A_cc = (coupling_mhz(r, g_phosphorus, 1.5)
                      for r in (rho_uhf, rho_mp2, rho_cc))

print(f"H atom: coupling = {A_hydrogen:.1f} MHz")
print(f"H atom: wavelength = {wavelength_cm:.2f} cm")
print("Li atom, 6-31G, contact spin densities in a0^-3")
print(f"Li UHF value = {u0:.5f}")
print(f"Li UHF first-order coefficient = {u1:.1e}")
print(f"Li UHF second-order coefficient = {u2:.5f}")
print(f"Li ROHF value = {r0:.5f}")
print(f"Li ROHF first-order coefficient = {r1:.5f}")
print(f"Li full CI = {u_full:.5f}")
print(f"Li CCSD = {li_rho_cc:.5f}")
print("P atom, contact spin densities in a0^-3")
print(f"P basis functions = {atom.nao_nr()}")
print(f"P d exponents = {d_exponents} a0^-2")
print(f"P virtual cut = {cut:.0f} hartree, dropped = {len(dropped)}")
print(f"P UHF energy = {mf.e_tot:.5f} hartree")
print(f"P UHF <S^2> = {mf.spin_square()[0]:.5f}")
for label, i, j, term in zip(("1s", "2s", "3s"), s_a, s_b, shell_terms):
    print(f"P {label}: alpha = {amp_a[i]**2:.4f}, beta = {amp_b[j]**2:.4f}, "
          f"difference = {term:+.4f}")
print(f"P sum of absolute shell terms = {abs(shell_terms).sum():.4f}")
print(f"P UHF contact density = {rho_uhf:+.4f}")
print(f"P UHF from energy slope = {rho_uhf_slope:+.4f}")
print(f"P UHF, larger s,p basis = {rho_uhf_large:+.4f}")
print(f"P MP2 correction = {mp2_correction:+.4f}")
print(f"P MP2 correction with virtual cut = {mp2_correction_cut:+.4f}")
print(f"P UHF + MP2 contact density = {rho_mp2:+.4f}")
print(f"P CCSD contact density = {rho_cc:+.4f}")
print(f"P CCSD minus UHF = {correction:+.4f}")
print(f"P correction / |UHF value| = {correction / abs(rho_uhf):+.2f}")
print(f"P 3s holes: alpha = {hole_a:.5f}, beta = {hole_b:.5f}")
print(f"P contribution of 3s holes = {hole_term:+.4f}")
print(f"31P nuclear g factor (input) = {g_phosphorus:.4f}")
print(f"31P coupling, UHF = {A_uhf:+.1f} MHz")
print(f"31P coupling, UHF + MP2 = {A_mp2:+.1f} MHz")
print(f"31P coupling, CCSD = {A_cc:+.1f} MHz")
print("ALL CHECKS PASSED")
```

Running it gives:

```
H atom: coupling = 1422.8 MHz
H atom: wavelength = 21.07 cm
Li atom, 6-31G, contact spin densities in a0^-3
Li UHF value = 0.19538
Li UHF first-order coefficient = -2.7e-11
Li UHF second-order coefficient = 0.00100
Li ROHF value = 0.19537
Li ROHF first-order coefficient = -0.00003
Li full CI = 0.19681
Li CCSD = 0.19681
P atom, contact spin densities in a0^-3
P basis functions = 57
P d exponents = (2.6, 0.7, 0.22) a0^-2
P virtual cut = 1000 hartree, dropped = 8
P UHF energy = -340.71645 hartree
P UHF <S^2> = 3.75050
P 1s: alpha = 997.3075, beta = 997.6575, difference = -0.3500
P 2s: alpha = 73.6484, beta = 73.4175, difference = +0.2308
P 3s: alpha = 5.5313, beta = 5.5561, difference = -0.0248
P sum of absolute shell terms = 0.6057
P UHF contact density = -0.1440
P UHF from energy slope = -0.1440
P UHF, larger s,p basis = -0.1395
P MP2 correction = +0.1111
P MP2 correction with virtual cut = +0.1112
P UHF + MP2 contact density = -0.0329
P CCSD contact density = +0.0282
P CCSD minus UHF = +0.1722
P correction / |UHF value| = +1.20
P 3s holes: alpha = 0.00823, beta = 0.04818
P contribution of 3s holes = +0.2222
31P nuclear g factor (input) = 2.2632
31P coupling, UHF = -86.9 MHz
31P coupling, UHF + MP2 = -19.9 MHz
31P coupling, CCSD = +17.0 MHz
ALL CHECKS PASSED
```
